# Quantum Capacitance of One Wire Subband: Peak Height and Temperature, part 1

(Sections cited here and not found follow in the second part.)

## First half: the scaling law and its proof

### A case with a rectangular thermal window

In a long wire with one parabolic subband, the number of states per unit length and unit energy is \(D(\varepsilon)=A\,\varepsilon^{-1/2}\), where \(\varepsilon\) is the energy above the subband edge and \(A\) is a constant. Quantum capacitance measures how many electrons enter when the chemical potential rises a little. At zero temperature it is proportional to \(D\) at the chemical potential, and so it diverges at the edge. Temperature removes the divergence, because electrons then enter over a range of energies.

A simplified occupation shows how. Let \(u\) be the chemical potential measured from the edge, and let the occupation fall linearly from 1 at \(\varepsilon=u-a\) to 0 at \(\varepsilon=u+a\). Inside this window the occupation is \(f=(u+a-\varepsilon)/(2a)\), so \(\partial f/\partial u=1/(2a)\); outside it the derivative is zero. The capacitance per length is therefore \(e^2\) times the average of \(D\) over the window, with \(D=0\) below the edge.

For \(-a<u\le a\), the lower part of the window lies below the edge, and
\[
C=\frac{e^2}{2a}\int_0^{u+a}A\varepsilon^{-1/2}d\varepsilon
=\frac{e^2A}{a}\sqrt{u+a},
\]
which rises with \(u\). For \(u>a\), the whole window lies above the edge, and
\[
C=\frac{e^2A}{a}\left(\sqrt{u+a}-\sqrt{u-a}\right)
=\frac{2e^2A}{\sqrt{u+a}+\sqrt{u-a}} .
\]
The second form follows on multiplying and dividing by the sum of the roots, since \((u+a)-(u-a)=2a\). It falls with \(u\). The maximum is at \(u=a\), where the lower end of the window touches the edge, and its height is
\[
C_{\max}=e^2A\sqrt{2/a}.
\]
The window then holds a number of states proportional to \(\sqrt a\), while the derivative of the occupation contributes \(1/a\). If \(a\) is proportional to temperature, the height goes as \(T^{-1/2}\). The Fermi function has a smooth window in place of the rectangular one. The theorem shows that the power survives and that there is still a single peak.

### Assumptions and conventions

The wire is uniform, has length \(L\), and is in thermal equilibrium at temperature \(T\) and chemical potential \(\mu\). One subband is occupied:
\[
E(k)=E_1+\frac{\hbar^2k^2}{2m},\qquad -\infty<k<\infty .
\]
Here \(k\) is the wavevector along the wire, \(E_1\) the subband edge and \(m\) the mass for motion along the wire. The degeneracy is \(g=g_sg_v\), the product of spin and valley degeneracies. Electrons are independent apart from the electrostatic potential contained in \(E_1\). The edge is sharp, and \(m\) and \(g\) do not change with temperature.

Let \(n\) be the number of electrons per length and \(e>0\) the elementary charge. The quantum capacitance per length is
\[
C_Q=e^2\left(\frac{\partial n}{\partial\mu}\right)_{T,E_1}.
\]
One factor \(e\) converts number to charge. The other converts a change of energy to a change of voltage. The edge is held fixed because its electrostatic shift belongs to a separate capacitance, treated in the second half.

Three abbreviations are used throughout:
\[
\eta=\frac{\mu-E_1}{k_BT},\qquad
\lambda=\sqrt{\frac{2\pi\hbar^2}{mk_BT}},\qquad
K(y)=\frac{1}{4\cosh^2(y/2)} .
\]
They are the reduced chemical potential, the thermal wavelength and the shape of the thermal window.

### Theorem

Under these assumptions,
\[
C_Q=\frac{e^2g}{\lambda k_BT}F(\eta)
=e^2g\sqrt{\frac{m}{2\pi\hbar^2k_BT}}\;F(\eta),
\]
\[
F(\eta)=\frac1{\sqrt\pi}\int_0^\infty x^{-1/2}K(x-\eta)\,dx .
\]
The function \(F\) has exactly one maximum, at a positive pure number \(\eta_*\). As a function of \(\mu\) at fixed \(T\), the quantum capacitance therefore has one peak, with
\[
\mu_*=E_1+\eta_*k_BT,\qquad
C_Q^{\rm peak}=e^2g\sqrt{\frac{m}{2\pi\hbar^2k_B}}\;F(\eta_*)\,T^{-1/2}.
\]

The proof has four parts: the density, its derivative, the behaviour of \(F\) at large \(|\eta|\), and the uniqueness of the maximum.

### Lemma 1: the electron density

The density is
\[
n=\frac g\lambda F_-(\eta),\qquad
F_-(\eta)=\frac1{\sqrt\pi}\int_0^\infty
\frac{x^{-1/2}}{1+e^{x-\eta}}\,dx .
\]

**Proof.** Periodic boundary conditions allow wavevectors spaced by \(2\pi/L\). For a long wire the sum over them becomes an integral:
\[
n=\frac gL\sum_k f(E(k))
\longrightarrow g\int_{-\infty}^{\infty}\frac{dk}{2\pi}f(E(k))
=\frac g\pi\int_0^\infty dk\,f(E(k)),
\]
where \(f(E)=1/(1+e^{(E-\mu)/k_BT})\). The last equality holds because \(E(k)\) is even in \(k\).

With \(\varepsilon=E-E_1\), the positive wavevector is \(k=\sqrt{2m\varepsilon}/\hbar\), so
\[
dk=\frac1\hbar\sqrt{\frac{m}{2\varepsilon}}\,d\varepsilon .
\]
The density of states per length, with both directions of motion and the degeneracy included, is thus
\[
D(\varepsilon)=\frac{g}{\pi\hbar}\sqrt{\frac{m}{2\varepsilon}} .
\]
Now set \(\varepsilon=k_BTx\). The factor \(\varepsilon^{-1/2}d\varepsilon\) becomes \((k_BT)^{1/2}x^{-1/2}dx\), and
\[
n=\frac{g}{\pi\hbar}\sqrt{\frac{mk_BT}{2}}
\int_0^\infty\frac{x^{-1/2}}{1+e^{x-\eta}}dx .
\]
The definition of \(\lambda\) gives \(\sqrt{mk_BT/2}/\hbar=\sqrt\pi/\lambda\). The prefactor is then \(g/(\lambda\sqrt\pi)\), which is the stated result. \(\square\)

### Lemma 2: the derivative

The derivative of \(F_-\) is \(F\), and this gives the formula for \(C_Q\) in the theorem.

**Proof.** Put \(y=x-\eta\). Then
\[
-\frac{d}{dy}\frac1{1+e^y}
=\frac{e^y}{(1+e^y)^2}
=\frac1{(e^{y/2}+e^{-y/2})^2}=K(y).
\]
Since \(\partial y/\partial\eta=-1\), the derivative of the occupation with respect to \(\eta\) is \(+K(x-\eta)\).

It remains to justify differentiating inside the integral. The identity
\[
4\cosh^2(y/2)=e^{|y|}(1+e^{-|y|})^2\ge e^{|y|}
\]
gives \(K(y)\le e^{-|y|}\). For \(|\eta|\le B\) this means \(K(x-\eta)\le e^Be^{-x}\). The product \(x^{-1/2}e^{-x}\) is integrable: its singularity at zero is an inverse square root, and it decays exponentially. One integrable bound therefore serves the whole interval of \(\eta\), which permits the interchange. Hence \(F_-'=F\).

At fixed \(T\) and \(E_1\), \(\partial\eta/\partial\mu=1/(k_BT)\), so
\[
C_Q=e^2\frac g\lambda F_-'(\eta)\frac1{k_BT}
=\frac{e^2g}{\lambda k_BT}F(\eta).
\]
Because \(1/\lambda\propto T^{1/2}\), the prefactor goes as \(T^{1/2}/T=T^{-1/2}\). \(\square\)

### Lemma 3: the two limits

As \(\eta\to-\infty\), \(F(\eta)/e^\eta\to1\). As \(\eta\to+\infty\), \(\sqrt{\pi\eta}\,F(\eta)\to1\).

**Proof.** For negative \(\eta\), write
\[
e^{-\eta}K(x-\eta)=\frac{e^{-x}}{(1+e^{\eta-x})^2}.
\]
This is at most \(e^{-x}\) and tends to \(e^{-x}\) as \(\eta\to-\infty\). The limit may be taken inside the integral, so
\[
e^{-\eta}F(\eta)\to\frac1{\sqrt\pi}\int_0^\infty x^{-1/2}e^{-x}dx
=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2}ds=1,
\]
where \(x=s^2\).

For large positive \(\eta\), split the integral at \(x=\eta/2\). Below the split, \(K(x-\eta)\le e^{-\eta/2}\), so this part of \(\sqrt\eta\,F\) is at most
\[
\frac{\sqrt\eta}{\sqrt\pi}\,e^{-\eta/2}\int_0^{\eta/2}x^{-1/2}dx
=\frac{\sqrt\eta}{\sqrt\pi}\,e^{-\eta/2}\,2\sqrt{\eta/2}\;\to0 .
\]
Above the split, put \(x=\eta+y\). The factor \(\sqrt{\eta/(\eta+y)}\) is at most \(\sqrt2\) and tends to 1 at each fixed \(y\). Since \(K\) is minus the derivative of a function that falls from 1 to 0, \(\int_{-\infty}^{\infty}K(y)\,dy=1\). This part therefore tends to \(1/\sqrt\pi\). \(\square\)

**Physical meaning.** The same argument applied to \(F_-\) gives \(F_-/e^\eta\to1\) at large negative \(\eta\). A dilute gas therefore has
\[
C_Q\to\frac{e^2n}{k_BT}.
\]
In the opposite limit, substitution of \(F\to1/\sqrt{\pi\eta}\) gives
\[
C_Q\to e^2g\sqrt{\frac{m}{2\pi^2\hbar^2(\mu-E_1)}}
=e^2D(\mu-E_1).
\]
Temperature has cancelled, and the zero-temperature density of states is recovered.

### Lemma 4: there is one maximum

The derivative \(F'\) is positive below one value \(\eta_*>0\) and negative above it.

**Proof.** Since \(\ln K(y)=-\ln4-2\ln\cosh(y/2)\),
\[
\frac{d}{dy}\ln K(y)=-\tanh(y/2).
\]
Thus \(|K'|\le K\), and the bound of Lemma 2 permits one more differentiation inside the integral. Use
\[
\frac{\partial}{\partial\eta}K(x-\eta)
=-\frac{\partial}{\partial x}K(x-\eta)
=\frac{\partial}{\partial x}\left[K(\eta)-K(x-\eta)\right].
\]
The added term \(K(\eta)\) does not depend on \(x\). It makes the bracket vanish at \(x=0\), because \(K\) is even. Integration by parts gives
\[
\sqrt\pi F'(\eta)=
\left[x^{-1/2}\{K(\eta)-K(x-\eta)\}\right]_0^\infty
+\frac12\int_0^\infty x^{-3/2}\{K(\eta)-K(x-\eta)\}dx .
\]
The plus sign arises from \(d(x^{-1/2})/dx=-x^{-3/2}/2\). Near zero the braces are of order \(x\), so the boundary term vanishes as \(x^{1/2}\). At infinity it vanishes as \(x^{-1/2}\). Hence
\[
F'(\eta)=\frac{K(\eta)}{2\sqrt\pi}S(\eta),\qquad
S(\eta)=\int_0^\infty x^{-3/2}
\left[1-\frac{K(x-\eta)}{K(\eta)}\right]dx .
\]
The sign of \(F'\) is the sign of \(S\). For fixed \(x>0\),
\[
\frac{\partial}{\partial\eta}\ln\frac{K(x-\eta)}{K(\eta)}
=\tanh\frac{x-\eta}{2}+\tanh\frac\eta2
=\tanh\frac\eta2-\tanh\frac{\eta-x}{2}>0,
\]
because \(\tanh\) is odd and increasing. The ratio in \(S\) increases with \(\eta\) at every positive \(x\), so \(S\) strictly decreases and has at most one zero.

By Lemma 3, \(F\) tends to zero at both ends. It is positive and continuous, so it has a maximum at some finite \(\eta_*\), where \(F'=0\) and hence \(S=0\). This is the one zero of \(S\). Finally, at \(\eta=0\) the ratio is \(1/\cosh^2(x/2)<1\), so \(S(0)>0\) and \(\eta_*>0\). \(\square\)

### Proof of the theorem

Lemmas 1 and 2 give the formula for \(C_Q\). At fixed temperature its prefactor is a positive constant, so maximizing over \(\mu\) is the same as maximizing \(F\) over \(\eta\). Lemma 4 gives one maximum. Neither \(F\) nor the condition \(S(\eta_*)=0\) contains \(T\), \(m\) or \(g\), so \(\eta_*\) and \(F(\eta_*)\) are pure numbers. The remaining temperature dependence of the height is \(T^{-1/2}\). \(\square\)

Numerical evaluation gives
\[
\eta_*=1.109,\qquad F(\eta_*)=0.4463 .
\]
The substitution \(x=s^2\) removes the endpoint singularity and is convenient for this purpose:
\[
F(\eta)=\frac2{\sqrt\pi}\int_0^\infty K(s^2-\eta)\,ds .
\]

### Remark 1: what is held fixed

The law compares maxima, and the chemical potential that gives the maximum moves with temperature. More generally, \(C_Q\propto T^{-1/2}\) along any path of fixed \(\eta\). The path \(\mu=E_1\) is one such case. There \(F(0)=0.380\), so the capacitance at the edge is about 85% of the peak at the same temperature.

At a fixed \(\mu\) above the edge, cooling brings \(C_Q\) to the finite value \(e^2D(\mu-E_1)\). At a fixed \(\mu\) below the edge, \(C_Q\) vanishes on cooling, because \(e^\eta\) falls faster than \(T^{-1/2}\) grows. At fixed density, the dilute limit gives \(C_Q\propto1/T\). None of these three comparisons follows the law for the peak.

### Remark 2: width and area

By Lemma 4, \(F\) rises and then falls, so it passes through half its maximum once on each side. These points are \(\eta=-1.09\) and \(\eta=6.84\), and the full width at half height is \(7.93\,k_BT\). The slow upper side comes from the tail \(1/\sqrt{\pi\eta}\).

Height times width is proportional to \(T^{-1/2}T=T^{1/2}\), so it is not conserved. No conservation law requires it to be. The area under the curve up to a given \(\mu\) is
\[
\int_{-\infty}^{\mu}C_Q(\mu')\,d\mu'=e^2n(\mu),
\]
and this grows without limit as \(\mu\) increases.

## Second half: a thin III-V wire and the limits of the law

### Symbols and results carried over

The subband has edge \(E_1\), mass \(m\) and degeneracy \(g\). The reduced chemical potential is \(\eta=(\mu-E_1)/k_BT\), the thermal wavelength is \(\lambda=\sqrt{2\pi\hbar^2/(mk_BT)}\), and \(\varepsilon\) is energy above the edge. The first half established
\[
C_Q=\frac{e^2g}{\lambda k_BT}F(\eta),\qquad
F(\eta)=\frac1{\sqrt\pi}\int_0^\infty x^{-1/2}K(x-\eta)dx,
\]
with \(K(y)=1/[4\cosh^2(y/2)]\). The single maximum is \(F(\eta_*)=0.4463\) at \(\eta_*=1.109\). At the peak, \(C_Q\propto T^{-1/2}\) and \(\mu_*-E_1=\eta_*k_BT\).

### The ideal peak in numbers

Take a cylindrical wire of radius \(R=6\) nm, with \(m=0.05\,m_0\), two spins and one valley, so \(g=2\). Here \(m_0\) is the free-electron mass. These are round model parameters.

At 300 K, \(k_BT=25.85\) meV and \(\lambda=19.25\) nm. The unit of the prefactor follows from
\[
\frac{e^2}{1\ {\rm eV\,nm}}
=\frac{1.602\times10^{-19}\ {\rm C}}{10^{-9}\ {\rm V\,m}}
=0.1602\ {\rm fF}/\mu{\rm m},
\]
since \(1\ {\rm F/m}=10^9\ {\rm fF}/\mu{\rm m}\). Therefore
\[
\frac{e^2g}{\lambda k_BT}
=0.1602\times\frac{2}{19.25\times0.02585}
=0.644\ {\rm fF}/\mu{\rm m},
\]
\[
C_Q^{\rm peak}=0.644\times0.4463=0.287\ {\rm fF}/\mu{\rm m}.
\]
The peak lies \(1.109\times25.85=28.7\) meV above the edge. The density there is 0.112 electrons per nm.

At 77, 150, 300 and 400 K the peak heights are 0.567, 0.406, 0.287 and 0.249 fF/µm. They were found without using \(F\). The occupations of the discrete wavevectors of a periodic wire 5000 nm long were summed, the sum was differentiated numerically in \(\mu\), and the largest value was located. A power law fitted to the four heights has exponent \(-0.500\). This tests the change from wavevector to energy, the factors in \(C_Q\) and the scaling together.

For independent electrons in one parabolic subband with a sharp edge, the quantum capacitance has a single peak whose height goes as \(T^{-1/2}\), and in the model wire it reaches 0.287 fF/µm at 300 K. What remains is to see how upper subbands, nonparabolicity, radius variation, finite lifetime and exchange change this result, and what a gate would measure.

All numerical values are calculated from the stated model.
